# Bistability of a wide plate with crossed uniaxial misfits

Two polyester films, each 50 µm thick, are welded crosswise into a 30 mm square and shrink by 0.2 % along perpendicular directions. Free of any geometric constraint, the sheet would take the saddle curvatures $+30$ and $-30\ \mathrm{m^{-1}}$. Minimising its plate energy gives instead $(19.8,\,0.2)\ \mathrm{m^{-1}}$ at the centre, or equally well $(-0.2,\,-19.8)\ \mathrm{m^{-1}}$. Each state has nearly lost one of the two curvatures, and the survivor has shrunk by a third. With a tenth of the misfit the same square is a symmetric saddle. The cost of stretching explains all three facts.

## Energy of the two-layer plate

The plate has thickness $h$, with mid-plane $z=0$, and both layers have thickness $h/2$ and the same isotropic constants $E$ and $0<\nu\le 1/2$. The stress-free strain is $e>0$ along $x$ in the upper layer and $e$ along $y$ in the lower. Crosswise shrinkage is the same problem: if the upper layer shrinks by $e$ along $y$, its misfit is $\mathrm{diag}(0,-e)=-eI+\mathrm{diag}(e,0)$. The lower layer likewise has $-eI+\mathrm{diag}(0,e)$, and the common part $-eI$ changes only the size.

For small strains and shallow slopes (Föppl–von Kármán theory), with in-plane displacement $\mathbf u$ and height $w$, the strain at height $z$ is $\varepsilon+z\kappa$, where
$$\varepsilon=\mathrm{sym}\nabla\mathbf u+\tfrac12\nabla w\otimes\nabla w,\qquad \kappa=-\nabla\nabla w. \tag{1}$$
A positive $\kappa_x$ stretches the top and makes an arch. For a symmetric matrix $s$ define
$$|s|^2=(\mathrm{tr}\,s)^2-2(1-\nu)\det s=s_x^2+s_y^2+2\nu s_xs_y+2(1-\nu)s_{xy}^2, \tag{2}$$
which is positive definite. The plane-stress energy density is $E|s|^2/[2(1-\nu^2)]$, where $s$ is strain minus misfit.

With $J=\mathrm{diag}(1,-1)$ the misfit is $\frac e2 I+\mathrm{sgn}(z)\frac e2J$. A uniform expansion in $\mathbf u$ absorbs the first part; from here on $\varepsilon$ is measured from that state. In the integral over $z$ the terms odd in $z$ vanish, which removes every product of $\varepsilon$ with $\kappa$ or $J$. Since $\int z^2dz=h^3/12$ and $\int|z|dz=h^2/4$, the part containing $\kappa$ is
$$\frac{h^3}{12}|\kappa|^2-\frac{eh^2}{4}\langle\kappa,J\rangle=\frac{h^3}{12}|\kappa-k_0J|^2-\text{const},\qquad k_0=\frac{3e}{2h}, \tag{3}$$
where $\langle\cdot,\cdot\rangle$ is the inner product belonging to (2), and $k_0$ follows from $2k_0h^3/12=eh^2/4$. With $D=Eh^3/[12(1-\nu^2)]$, and up to a constant,
$$U=\int\Big[\frac{6D}{h^2}|\varepsilon|^2+\frac D2|\kappa-k_0J|^2\Big]dA. \tag{4}$$
Bending alone favours the saddle $\kappa=k_0J$.

## Why width forbids the saddle

Differentiating (1), the third derivatives of $w$ cancel and
$$\partial_y^2\varepsilon_x+\partial_x^2\varepsilon_y-2\partial_x\partial_y\varepsilon_{xy}=w_{xy}^2-w_{xx}w_{yy}=-K,\qquad K=\kappa_x\kappa_y-\kappa_{xy}^2. \tag{5}$$
Gaussian curvature $K$ therefore requires strain. To see its price, measure lengths in the plane in units of $W$, $w$ in $k_0W^2$ and $\mathbf u$ in $k_0^2W^3$. Then $\varepsilon=k_0^2W^2\hat\varepsilon$, $\kappa=k_0\hat\kappa$, and
$$\frac{U}{Dk_0^2W^2}=\int\Big[6\Gamma^2|\hat\varepsilon|^2+\tfrac12|\hat\kappa-J|^2\Big]d\hat A,\qquad \Gamma=\frac{k_0W^2}{h}. \tag{6}$$
"Wide" means large $\Gamma$ at fixed shape of the outline. The example has $\Gamma=30\times0.03^2/10^{-4}=270$. As $\Gamma\to\infty$, finite energy demands $\hat\varepsilon\to0$ and hence $K=0$: the sheet must be developable.

Write $\kappa_x=a$, $\kappa_y=b$, $\kappa_{xy}=t$. From (2), with $\det(\kappa-k_0J)=(a-k_0)(b+k_0)-t^2=K+k_0(a-b)-k_0^2$,
$$|\kappa-k_0J|^2=(a+b)^2-2(1-\nu)K-2(1-\nu)k_0(a-b)+2(1-\nu)k_0^2 .$$
Now substitute $(a+b)^2=(a-b)^2+4t^2+4K$ and complete the square with
$$q=(1-\nu)k_0 . \tag{7}$$
The constant left over is $[2(1-\nu)-(1-\nu)^2]k_0^2=(1-\nu^2)k_0^2$, so
$$\frac D2|\kappa-k_0J|^2=\frac D2(1-\nu^2)k_0^2+\frac D2\big[(a-b-q)^2+4t^2\big]+D(1+\nu)K. \tag{8}$$
When $K=0$ the last term drops out. The minimum then needs $t=0$, $a-b=q$ and $ab=0$, which has two solutions:
$$\kappa=\mathrm{diag}(q,0)\quad\text{(state A)},\qquad \kappa=\mathrm{diag}(0,-q)\quad\text{(state B)}. \tag{9}$$
A is an arch along $x$, with generators along $y$; B is a trough along $y$, with generators along $x$. Their energies are equal. The factor $1-\nu$ arises because suppressing the negative curvature along $y$ creates, through Poisson's ratio, a moment that partly flattens the arch. In the example $q=0.62\times30=18.6\ \mathrm{m^{-1}}$, a radius of 54 mm.

Could part of a sheet be in A and the rest in B at no cost? Let $\chi$ be 1 where the sheet is in A and 0 where it is in B. Everywhere $w_{xy}=0$, so on a convex outline $w=f(x)+g(y)$. Then $-f''(x)=q\chi$ and $g''(y)=q(1-\chi)$. The first equation makes $\chi$ a function of $x$ alone, the second a function of $y$ alone, so $\chi$ is constant on every rectangle inside the outline. Overlapping rectangles connect the whole interior, so $\chi$ is constant throughout. Apart from rigid motions, the wide limit has just the two global minimisers (9).

## Stability at finite width

Equal lowest energy in the limit does not yet show that a real plate has two separate stable states. Use the scaled energy (6), minimised over $\hat{\mathbf u}$, and call it $\mathcal E_\Gamma(w)$, with hats omitted. A tilt $w\to w+\mathbf p\cdot\mathbf x$ can be compensated by $\mathbf u\to\mathbf u-\mathbf p w-\frac12\mathbf p(\mathbf p\cdot\mathbf x)$, so $w$ and $\nabla w$ may be given zero mean. Let $w_A$ and $w_B$ be the two cylinders, and $\mathcal E_0$ their common energy. They carry no stretching: for $w_A=-\frac12(1-\nu)x^2$ the displacement $u_x=-(1-\nu)^2x^3/6$ cancels $\frac12w_x^2$. Thus $\mathcal E_\Gamma(w_A)=\mathcal E_0$ for every $\Gamma$.

Consider the shapes at distance $\|\nabla(w-w_A)\|_{L^2}=\rho$, with $\rho$ smaller than the distance from A to B. The claim is that, for all sufficiently large $\Gamma$, their energies exceed $\mathcal E_0$ by at least some fixed $\delta>0$.

Suppose not. Then there are $\Gamma_n\to\infty$ and shapes $w_n$ on this sphere whose energies have an upper limit no greater than $\mathcal E_0$. The bending term bounds their second derivatives in $L^2$, so a subsequence has weakly convergent second derivatives and strongly convergent slopes. The stretching term forces $\varepsilon_n\to0$. Multiply (5) by a smooth function $\varphi$ vanishing near the edge and integrate by parts twice:
$$\int K_n\varphi\,dA=-\int(\varepsilon_x\varphi_{yy}+\varepsilon_y\varphi_{xx}-2\varepsilon_{xy}\varphi_{xy})\,dA\to0. \tag{10}$$
The terms of $\mathbf u$ in (1) cancel in this integral, so it equals the same expression with $\varepsilon$ replaced by $\frac12\nabla w_n\otimes\nabla w_n$. That expression converges because the slopes do. The limit shape therefore has $K=0$. Bending energy is convex in $\kappa$, so it cannot jump upward in a weak limit, and the limit shape has energy at most $\mathcal E_0$. It must be A or B. But strong convergence of slopes keeps it at distance $\rho$ from A, which excludes both. This contradiction proves the claim.

Inside the ball a minimiser exists at fixed $\Gamma$. Along a minimising sequence the slopes converge strongly (also in $L^4$), the strains converge weakly to the strain of a limiting displacement by Korn's inequality, and both energy terms are convex in strain and curvature. Since $w_A$ lies inside with energy $\mathcal E_0$, below every value on the sphere, the minimiser is interior. It is a stable state. As $\Gamma\to\infty$ the same argument sends it to $w_A$. Its bending energy then tends to $\mathcal E_0$, which turns weak convergence of curvature into mean-square convergence. The argument for B is identical.

This proves two stable, nearly cylindrical states for sufficiently large $\Gamma$. It gives no value for the required $\Gamma$, and it does not exclude further local minima of higher energy and nonuniform shape.

## How wide is wide enough?

An estimate follows if a disk of radius $R$ is restricted to uniform curvature. Let $\phi$ be the Airy function, with force resultants $N_x=\phi_{yy}$, $N_y=\phi_{xx}$, $N_{xy}=-\phi_{xy}$. Hooke's law in (5) gives $\nabla^4\phi=-EhK$, and a free rim allows $\phi=\phi_r=0$ there. Because $\nabla^4r^4=64$, the solution is $\phi=-EhK(R^2-r^2)^2/64$. Two integrations by parts give the stretching energy
$$\frac12\int N:\varepsilon\,dA=-\frac K2\int\phi\,dA=\frac{EhK^2}{128}\,\frac{\pi R^6}{3}, \tag{11}$$
or $EhR^4K^2/384$ per area. Adding it to (8) and dropping the constant,
$$\frac{\mathcal u}{D}=\frac12\big[(a-b-q)^2+4t^2\big]+(1+\nu)K+\frac\alpha2K^2,\qquad \alpha=\frac{(1-\nu^2)R^4}{16h^2}. \tag{12}$$
With $P=1+\nu+\alpha K$, the conditions for a stationary point are
$$a-b-q+Pb=0,\qquad -(a-b-q)+Pa=0,\qquad (4-2P)t=0. \tag{13}$$
The first two add to $P(a+b)=0$. If $t\neq0$, then $P=2$ and $a=-b$; but $P=2$ needs $\alpha K=1-\nu>0$, whereas $a=-b$ makes $K=-a^2-t^2<0$. Hence $t=0$, and two possibilities remain.

If $P=0$, then $a-b=q$ and $ab=-(1+\nu)/\alpha$, so
$$(a+b)^2=q^2-\frac{4(1+\nu)}{\alpha}. \tag{14}$$
The two signs of $a+b$ are the twin states. They exist when the right side is positive, that is, when
$$k_0>\frac{8h}{R^2(1-\nu)^{3/2}}. \tag{15}$$
Since $P=0$, twice the second-order energy change is $D[(\delta a-\delta b)^2+4\delta t^2+\alpha(b\,\delta a+a\,\delta b)^2]$. It vanishes only if $\delta t=0$, $\delta a=\delta b$ and $(a+b)\delta a=0$, so the twins are stable, also against twist.

If $a=-b=s$, (13) gives the saddle $s(1-\nu+\alpha s^2)=q$. Changing both curvatures by $\eta$ leaves $a-b$ fixed and adds $\eta^2$ to $K$, which costs $DP\eta^2$ to second order. The saddle is unstable once $P<0$, or $\alpha s^2>1+\nu$. At equality $q=2s$, which is the threshold (15) again: the saddle gives way as the twins appear.

For a disk as wide as the example, $R=15$ mm, (15) gives $7.3\ \mathrm{m^{-1}}$, or a misfit of about 0.05 %. The example lies 4.1 times above this. At a tenth of its misfit $k_0=3\ \mathrm{m^{-1}}$ is below it, and the full calculation for the square indeed gives the saddle $(1.08,-1.08)\ \mathrm{m^{-1}}$. The restriction to uniform curvature and the change of outline make (15) only a rough estimate for the square, whose symmetric saddle loses stability already near $k_0=4.5\ \mathrm{m^{-1}}$ in the same plate theory.

## The curved edges

A perfect cylinder does not satisfy all free-edge conditions. In state A,
$$M_x=D[(q-k_0)+\nu k_0]=0,\qquad M_y=D[k_0+\nu(q-k_0)]=D(1-\nu^2)k_0. \tag{16}$$
The straight edges $x=\pm W/2$ are free of moment; the curved edges $y=\pm W/2$ are not, and they bend. Take $w=-\frac12qx^2+g(y)$ with $u_x=-q^2x^3/6+qxg$. Then $\varepsilon_x=qg$, and the shear vanishes because $\partial_yu_x=qxg'$ cancels $w_xw_y=-qxg'$. A displacement $u_y(y)$ can make $\varepsilon_y=-\nu qg$, leaving uniaxial stress. In (8), $a-b-q=g''$ and $K=-qg''$. The energy relative to the cylinder, per length along $x$, is therefore
$$F=\int\Big[\frac D2g''^2-Dm\,g''+\frac{Eh}{2}q^2g^2\Big]dy,\qquad m=(1+\nu)q=(1-\nu^2)k_0. \tag{17}$$
Its variation gives $Dg''''+Ehq^2g=0$, with $g''=m$ and $g'''=0$ at the edges. At distance $s$ from an edge, if the two layers do not overlap,
$$g=g_0e^{-\beta s}(\cos\beta s-\sin\beta s),\qquad \beta=[3(1-\nu^2)]^{1/4}\sqrt{q/h}. \tag{18}$$
Here $g''=2\beta^2g_0e^{-\beta s}(\cos\beta s+\sin\beta s)$, whose derivative vanishes at $s=0$. The moment condition gives
$$g_0=\frac{m}{2\beta^2}=\frac h2\sqrt{\frac{1+\nu}{3(1-\nu)}}. \tag{19}$$
The lift is a fraction of the thickness, whatever the misfit. At the minimum the quadratic part of $F$ is minus half the linear part, so $F=-\frac12Dm\int g''ds$. As $\int g''ds=-g'(0)=2\beta g_0=m/\beta$, each edge gains $Dm^2/(2\beta)$ per length.

In the example $1/\beta=1.8$ mm, $g_0=43$ µm, and two edges gain $Dm^2W/\beta=14$ µJ. The strip shape is an admissible trial for the square, so the best nearby shape must lie at least this far below the cylinder, apart from the negligible overlap of the layers at $\beta W=16$. The computed states lie 17 µJ below it.

## Reading the computed square

The calculation minimises (4) for the square with polynomial displacements. Its centre values do not change at the printed digits when fewer polynomials are used. For both states the stiffness against every small disturbance in the basis is at least 0.75 of that of flat-plate bending, so both are stable there.

The centre curvature is 6.5 % above $q$, and the curved edge rises 19 µm above the centre line, less than half of $g_0$. The small cross-curvature is positive in A, while the uniform disk has $-0.28\ \mathrm{m^{-1}}$. The strip solution explains none of this: it has decayed at the centre, leaving $(q,0)$ there, and it predicts the full lift $g_0$. But it also leaves a force $N_x=Ehqg$ and a moment $M_x=-\nu Dg''$ on the straight edges, near the corners, where a free edge permits neither. In the square these edges are close enough to affect the centre. If the plate is made twice as long along $x$, the same plate theory gives $\kappa_x/q=1.01$ and $\kappa_y/q=0.00$ at the centre of state A, and the curved edge rises 45 µm, close to $g_0$.

The approach to the cylinder can be followed by raising $\Gamma$ fourfold within the same shallow-plate theory. The centre values become $\kappa_x/q=0.99$ and $\kappa_y/q=0.00$ to two decimals, and using more polynomials does not change them. The root-mean-square departure from the cylinder, in the norm (2) and relative to $q$, falls from 0.45 to 0.31. For the strip, $\int g''^2ds=3m^2/(4\beta)$ per edge predicts $(1+\nu)\sqrt{3/(2\beta W)}$, which is 0.42 and 0.30. The energy drop, 1.21 times the strip value in the example, becomes 1.12 times.

To pass from A to B by uniform bending without stretching, the sheet must become flat, because $K=0$ allows one nonzero principal curvature and it has to change sign. A cylinder of curvature $c$ along $x$ costs $\frac D2(c-q)^2$ per area by (8), so the flat sheet lies $\frac D2q^2W^2=61$ µJ above the perfect cylinders. This is an upper bound on the barrier between those two shapes, and a very loose one. The square also has a nonuniform stationary shape that treats both directions alike. In the same plate theory it lies only about 3 µJ above the perfect cylinders, or about 20 µJ above the computed states, and from it the sheet can relax to either state. It is also unstable against disturbances that break a mirror symmetry, so 20 µJ is again only an upper bound on the barrier.

## Unequal misfits and real films

If the misfits are $e_1$ above and $e_2$ below, the natural curvature is $\mathrm{diag}(k_1,-k_2)$ with $k_i=3e_i/(2h)$. A uniform cylinder of curvature $c$, bent along a direction at angle $\theta$ to $x$, has energy $\frac D2(c^2-2c\mu)$ plus a constant, where
$$\mu=(k_1-\nu k_2)\cos^2\theta-(k_2-\nu k_1)\sin^2\theta. \tag{20}$$
The best $c$ is $\mu$, with energy $-D\mu^2/2$. If both brackets are positive, $\mu^2$ has maxima at $\theta=0$ and $90^\circ$. If one is negative, $\mu$ keeps one sign and a single maximum remains. Among uniform cylinders, bistability thus requires
$$\nu<k_1/k_2<1/\nu. \tag{21}$$

For drawn polyester film, $E=4$ GPa, $\nu=0.38$ and 0.2 % shrinkage are rough values; shrinkage depends strongly on drawing and heating and can be considerably larger. A uniform change of modulus cancels from $q$. Real drawn films are not isotropic: a film 1.5 times stiffer along the draw direction than across it gives curvatures of $\pm20.6\ \mathrm{m^{-1}}$, 11 % above $q$, if $\nu=0.38$ is the Poisson ratio for pulling along the draw direction, but $\pm16.1\ \mathrm{m^{-1}}$ if it is the ratio for pulling across it. If the films are isotropic but the upper one shrinks 10 % less than the lower, the curvatures are $19.7$ and $-15.6\ \mathrm{m^{-1}}$. Warming by 20 K raises the misfit by 20 % if the film is assumed to expand by 20 ppm/K less along the draw direction than across it. With a density of 1400 kg/m³, the largest moment of the sheet's weight is about 2 % of $Dq$ if the sheet rests on two opposite edges, and about 8 % if it is held at one edge. The largest slope of the perfect cylinder, 0.28, is moderate for a shallow-plate theory. Among uniform cylinders, the changes of stiffness, shrinkage and temperature, taken singly, each leave both states in place; weight and finite slope were not included in the model.

## Table of computed values

```
Total thickness h = 100 um; side W = 30 mm
Young modulus E = 4.0 GPa; Poisson ratio = 0.38
Misfit strain e = 0.20 %
Bending stiffness D = 0.3896 mN m
Natural saddle curvature k0 = 30.00 1/m
Cylinder curvature q = 18.60 1/m; radius = 53.8 mm
Width parameter k0 W^2/h = 270 (no unit)
Disk of diameter W: threshold k0 = 7.28 1/m
Same, threshold misfit = 0.0486 %
Disk model, k0/threshold = 4.12 (no unit)
Disk model state: kx = 18.32 1/m, ky = -0.28 1/m
Square plate state A, centre: kx = 19.82 1/m, ky = 0.24 1/m
  softest stiffness / flat-plate bending = 0.7597
  outward rise, centre to mid curved edge = 19.4 um
  energy below perfect cylinder = 17.10 uJ
Square plate state B, centre: kx = -0.24 1/m, ky = -19.82 1/m
  softest stiffness / flat-plate bending = 0.7597
  outward rise, centre to mid curved edge = 19.4 um
  energy below perfect cylinder = 17.10 uJ
State A, mid curved edge: ky = -25.30 1/m; formula -25.67 1/m
Fewer polynomials, centre: kx = 19.82 1/m, ky = 0.24 1/m
Arch height of the cylinder q W^2/8 = 2092 um
Strip formula: decay length 1/beta = 1.83 mm
Strip formula: beta W = 16.4 (no unit)
Strip formula: edge lift = 43.1 um
Strip formula: energy gain = 14.11 uJ
Example: centre kx/q = 1.0654, ky/q = 0.0131
  rms departure from cylinder / q = 0.450
  energy drop / strip formula = 1.212
4x width parameter: centre kx/q = 0.9875, ky/q = 0.0003
  rms departure from cylinder / q = 0.308
  energy drop / strip formula = 1.124
Flat state above perfect cylinder = 60.65 uJ
Flat state above state A = 77.75 uJ
Tenfold smaller misfit, centre: kx = 1.080 1/m, ky = -1.080 1/m
Neglected: weight moment / D q = 2.1 %
Neglected: largest slope q W/2 = 0.279 rad
Neglected: stiffness ratio 1.5 along draw gives 20.64 and -20.64 1/m
Neglected: upper shrinkage 10 % less gives 19.74 and -15.60 1/m
Neglected: 20 K warming, expansion difference 20 ppm/K: misfit +20 %
```
